# KKR-ASA structure constants and the canonical fcc d band, part 2

The structure constants $S$ of the KKR-ASA method, known for a bond along $z$, are now needed for any direction and in a lattice. Units are Rydberg atomic units (energies in Ry, lengths in bohr). Each site $\mathbf R$ carries a sphere of radius $w$, the Wigner–Seitz radius in the atomic-sphere approximation (ASA). The $Y_L$ are real orthonormal harmonics, the same on every site; $\sigma,\pi,\delta$ mean $m=0,1,2$. With
$$K_L(\mathbf r)=\Big(\frac rw\Big)^{-l-1}Y_L(\hat{\mathbf r}),\qquad J_L(\mathbf r)=\frac{1}{2(2l+1)}\Big(\frac rw\Big)^{l}Y_L(\hat{\mathbf r}),$$
$S$ is defined by
$$K_L(\mathbf r-\mathbf R)=-\sum_{L'}J_{L'}(\mathbf r-\mathbf R')\,S_{\mathbf R'L',\mathbf RL},\qquad S_{\mathbf RL',\mathbf RL}=0 .$$
$S$ is symmetric. The tails $K_L$ can be expanded throughout a sphere if $w<d$ for every neighbour distance $d$. Where spheres overlap, the ASA neglects the difference between a foreign orbital and its tail.

For the first index at the origin and the second at $d\hat{\mathbf z}$:

- $S_{ss\sigma}=-2(w/d)$
- $S_{sp\sigma}=2\sqrt3\,(w/d)^2$
- $S_{pp\{\sigma,\pi\}}=\{12,-6\}(w/d)^3$
- $S_{sd\sigma}=-2\sqrt5\,(w/d)^3$
- $S_{pd\{\sigma,\pi\}}=6\sqrt5\,(w/d)^4\{-\sqrt3,1\}$
- $S_{dd\{\sigma,\pi,\delta\}}=\{-60,40,-10\}(w/d)^5$

Reversing the bond multiplies $S$ by $(-1)^{l+l'}$.

The potential enters through $D_l=w\phi_l'/\phi_l$ at $r=w$, where $\phi_l$ is the regular radial solution, and
$$P_l(E)=2(2l+1)\frac{D_l+l+1}{D_l-l},$$
with $\dot P_l=dP_l/dE>0$ between poles. The secular equation is $\det[P(E)-S]=0$. Without hybridisation (blocks $l\ne l'$ dropped) it becomes $P_l(E)=S_{li}$, with $S_{li}$ the eigenvalues of the $ll$ block. To first order about the band centre $C_l$, where $D_l=-l-1$, $P_l=(E-C_l)/\Delta_l$ and the hopping integrals are $\Delta^{1/2}S\Delta^{1/2}$. Here $\Delta_l=1/(\mu_lw^2)$, with band mass $\mu_l=1$ for free electrons. For those, $V=0$, $E=k^2$, $x=kw$ and
$$x\frac{dD}{dx}=-(D-l)(D+l+1)-x^2 .$$

The program's output also lists an earlier check: the charge on each of two conducting spheres of radius $w$ at equal potential $V$, with $d/w=3$.

## (e) General bond direction

Write the pp and dd blocks for a bond along a unit vector $\mathbf n$, determine the angular dependence of any $l'l$ block on $\mathbf n$, and find the trace of the $ll$ block.

**Solution.** A rotation mixes the $2l+1$ real harmonics of given $l$ orthogonally, in the same way on both sites. The $ll$ block is therefore $S_\sigma\Pi_\sigma+S_\pi\Pi_\pi+\dots$, with $\Pi_m$ the projector on the functions of given $m$ about $\mathbf n$. The p functions are proportional to the components of $\hat{\mathbf r}$, so $\Pi_\sigma=\mathbf n\mathbf n^T$, $\Pi_\pi=1-\mathbf n\mathbf n^T$, and the block is $[12\,\mathbf n\mathbf n^T-6(1-\mathbf n\mathbf n^T)](w/d)^3=6(3\mathbf n\mathbf n^T-1)(w/d)^3$.

A d function is $\hat{\mathbf r}^TQ\hat{\mathbf r}$ with $Q$ symmetric and traceless. Isotropy gives $\int\hat r_i\hat r_j\hat r_k\hat r_l\,d\Omega=\alpha(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$, and contracting $ij$ and $kl$ gives $4\pi=15\alpha$. The overlap of two d functions is then $(8\pi/15)\operatorname{Tr}QQ'$, so $Y_a=\sqrt{15/8\pi}\;\hat{\mathbf r}^TQ_a\hat{\mathbf r}$ with $\operatorname{Tr}Q_aQ_b=\delta_{ab}$; for instance $Q_{xy}$ has two entries $1/\sqrt2$. In a frame with $z$ along $\mathbf n$, the $\sigma$ tensor is $\mathrm{diag}(-1,-1,2)/\sqrt6$, and the $\sigma$ component of $Q$ is $(2Q_{zz}-Q_{xx}-Q_{yy})/\sqrt6=\sqrt{3/2}\,Q_{zz}$ by tracelessness. The $\pi$ components are $\sqrt2Q_{xz}$ and $\sqrt2Q_{yz}$. Since $Q_{zz}=\mathbf n^TQ\mathbf n$ and $Q\mathbf n=(Q_{xz},Q_{yz},Q_{zz})$,
$$\Pi_\sigma^{ab}=\tfrac32q_aq_b,\qquad\Pi_\pi^{ab}=2\big[(Q_a\mathbf n)\cdot(Q_b\mathbf n)-q_aq_b\big],\qquad\Pi_\delta=1-\Pi_\sigma-\Pi_\pi,$$
with $q_a=\mathbf n^TQ_a\mathbf n$. The program tests both blocks, their traces and the symmetry of $S$ by quadrature for an oblique bond.

With $\mathbf R'=0$, $K_L(\mathbf r-\mathbf R)$ is harmonic as a function of $\mathbf R$, and $S$ is obtained from it by a projection in $\mathbf r$, so each element is harmonic in $\mathbf R$. It has the form $R^{-\lambda-1}g(\hat{\mathbf R})$ with $\lambda=l+l'$. Laplace's equation $\nabla^2(R^pg)=R^{p-2}[p(p+1)-\hat L^2]g=0$ with $p=-\lambda-1$ gives $\hat L^2g=\lambda(\lambda+1)g$: $g$ is a pure harmonic of order $l+l'$. The trace of the $ll$ block is independent of direction and is also a harmonic of order $2l$, so it vanishes for $l>0$. The values confirm it: $2-1-1=0$ and $-6+2\cdot4-2\cdot1=0$.

## (f) Bloch sums

For a Bravais lattice with cell volume $\Omega=4\pi w^3/3$, define $S(\mathbf k)$, discuss the convergence of the sum, find the first two moments of the canonical d band, and give a rapidly convergent form of the dd sum.

**Solution.** With $b_{\mathbf RL}=e^{i\mathbf k\cdot\mathbf R}b_L$, $S_{L'L}(\mathbf k)=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}S_{0L',\mathbf RL}$. The number of sites grows as $R^2dR$ and the terms fall as $R^{-\lambda-1}$, so the sum converges absolutely only for $\lambda\ge3$. The distant part behaves as $\Omega^{-1}\int d^3R\,e^{i\mathbf k\cdot\mathbf R}g(\hat{\mathbf R})R^{-\lambda-1}$, which scales as $k^{\lambda-2}$ times a function of $\hat{\mathbf k}$. For pp and sd the limit $k\to0$ thus depends on the direction, and sp and ss diverge there. For ss, the transform of $1/R$ is $4\pi/k^2$ (from $\nabla^2R^{-1}=-4\pi\delta$), so $S_{ss}\to-2w\cdot4\pi/(\Omega k^2)=-6/(kw)^2$. For free electrons the equation for $D$ in (b) with $l=0$ and $D=\beta x^2$ gives $2\beta=-\beta-1$, so $P_0\to2/D=-6/(Ew^2)$, and the unhybridised condition $P_0=S_{ss}$ gives $E=k^2$ to leading order. The bottom of an s band lies at a pole of $P_0$, where the linear form of (a) fails; the picture of hoppings $\Delta S$ needs $P_l$ to be nearly linear over the whole range of $S_{li}$.

The dd block is even in $\mathbf R$, so $S(\mathbf k)$ is real and symmetric. Its trace vanishes term by term, so the five levels sum to zero at every $\mathbf k$. The zone average of $e^{i\mathbf k\cdot(\mathbf R-\mathbf R'')}$ is $\delta_{\mathbf R\mathbf R''}$, and the projectors have ranks $1,2,2$, so
$$\overline{S^2}=\tfrac15\big\langle\operatorname{Tr}S(\mathbf k)^2\big\rangle=\tfrac{100}{5}(36+2\cdot16+2\cdot1)\sum_{\mathbf R\neq0}\Big(\frac wR\Big)^{10}=1400\sum_{\mathbf R\neq0}\Big(\frac wR\Big)^{10}.$$

For the Ewald form write a term as $w^5H(\mathbf R)/R^9$, where $H=R^4g(\hat{\mathbf R})$ is a harmonic polynomial of degree $4$ by (e). Use $R^{-9}=\frac{2}{\Gamma(9/2)}\int_0^\infty t^8e^{-t^2R^2}dt$ and split the integral at $\eta$. The part $t>\eta$ multiplies the term by the regularised incomplete gamma function $\Gamma(\tfrac92,\eta^2R^2)/\Gamma(\tfrac92)$, which decays as a Gaussian. The part $t<\eta$ vanishes at $\mathbf R=0$ because $H(0)=0$, so the origin may be included and Poisson summation applied. The transform of $He^{-t^2R^2}$ is $H(-i\nabla_q)$ acting on $(\pi/t^2)^{3/2}e^{-q^2/4t^2}$. For a function $f(q^2)$, $H(\nabla_q)f=2^4H(\mathbf q)f^{(4)}$, since every other term contains a $\delta_{ij}$ that is annihilated by the traceless coefficient tensor of $H$. This gives $(\pi/t^2)^{3/2}H(\mathbf q)e^{-q^2/4t^2}/(16t^8)$. The substitution $\tau=1/t^2$ gives $\int_0^\eta t^{-3}e^{-q^2/4t^2}dt=(2/q^2)e^{-q^2/4\eta^2}$. With $\mathbf q=\mathbf k+\mathbf G$,
$$S(\mathbf k)=\sum_{\mathbf R\ne0}\cos(\mathbf k\cdot\mathbf R)\,\frac{w^5g(\hat{\mathbf R})}{R^5}\frac{\Gamma(\frac92,\eta^2R^2)}{\Gamma(\frac92)}+\frac{\pi^{3/2}w^5}{4\,\Gamma(\frac92)\,\Omega}\sum_{\mathbf G}q^2g(\hat{\mathbf q})\,e^{-q^2/4\eta^2}.$$
For fcc the program asserts independence of $\eta$ to $10^{-8}$ and agreement with a direct sum out to $16a$ within $2\times10^{-3}$, both absolute, at four $\mathbf k$ points.

## (g) The fcc d band

For the fcc lattice with cubic constant $a$, evaluate the nearest-neighbour elements, the levels at $\Gamma$ from the first two shells, and the second moment, and compare with the full sums. Then take the model parameters $w=2.5$ bohr, $\mu_d=8$, with a linear $P_d$ and no hybridisation.

**Solution.** From $4\pi w^3/3=a^3/4$, $w/a=(3/16\pi)^{1/3}=0.39080$. With $d=a/\sqrt2$, $w/d=\sqrt2\times0.39080=0.55267$. This is below $1$, so the tail expansions of (a) converge, but it exceeds $1/2$, so neighbouring spheres overlap and the secular equation is subject to the ASA error described in (a). The powers are $(w/d)^5=0.051562$ and $(w/a)^5=0.009115$. The nearest-neighbour values are $S_{ss\sigma}=-2\times0.55267=-1.1053$, $S_{pp}=\{2.0257,-1.0129\}$ and $S_{dd}=\{-60,40,-10\}\times0.051562=\{-3.0937,\,2.0625,\,-0.5156\}$.

At $\Gamma$ each shell sum commutes with the cubic group, so by Schur's lemma it has one threefold ($t_{2g}$) and one twofold ($e_g$) eigenvalue. Take $Q_{xy}$. For the four neighbours of type $(1,1,0)/\sqrt2$, $q^2=1/2$ and $|Q\mathbf n|^2=1/2$, so the weights of $\sigma,\pi,\delta$ are $\tfrac34,0,\tfrac14$. For the eight of type $(1,0,1)/\sqrt2$ or $(0,1,1)/\sqrt2$, $q=0$ and $|Q\mathbf n|^2=1/4$, so the weights are $0,\tfrac12,\tfrac12$. The $t_{2g}$ level is $3S_\sigma+4S_\pi+5S_\delta=(-180+160-50)(w/d)^5=-70\times0.051562=-3.6093$. Zero trace gives $e_g=-\tfrac32t_{2g}=105\times0.051562=5.4140$. In the second shell, at distance $a$, the four neighbours along $x$ and $y$ have $q=0$, $|Q\mathbf n|^2=1/2$ and are pure $\pi$, and the two along $z$ have $Q\mathbf n=0$ and are pure $\delta$. They add $(160-20)\times0.009115=1.2761$ to $t_{2g}$ and $-210\times0.009115=-1.9141$ to $e_g$.

| level | shell 1 | shells 1+2 | full |
|---|---|---|---|
| $t_{2g}$ | $-3.6093$ | $-2.3332$ | $-2.7438$ |
| $e_g$ | $5.4140$ | $3.4998$ | $4.1158$ |

Two shells still miss the full $t_{2g}$ value by $2.7438-2.3332=0.4106$, which is $15\%$ of that value. The second moment converges much faster. The first shell gives $12\times0.051562^2=0.03190$ of the total $\sum(w/R)^{10}=0.032731$, a share of $0.9747$. The formula gives $1400\times0.032731=45.823$, the average of the squared Ewald eigenvalues over a $12^3$ mesh gives $45.823$, and the root mean square is $6.769$. The difference has two sources visible in the arithmetic above: the level at $\Gamma$ is linear in $(w/R)^5$ while the moment goes with $(w/R)^{10}$, and in the first shell the terms $-180+160-50$ largely cancel whereas in the second $160-20$ do not.

The full levels at $X$ are $-16.404$, $-14.595$, $9.127$, $10.936$, $10.936$, and at $L$ they are $-12.915$, $-3.058$, $-3.058$, $9.516$, $9.516$; each set sums to zero within rounding. On the mesh the lowest level is $-16.404$, the value at $X$, and the highest is $10.940$, slightly above the top level at $X$, so the top of the band is not at $X$. The difference $10.940+16.404=27.344$ is taken over mesh points only and is a lower bound on the canonical width. Relative to it, the two-shell error at $\Gamma$ is $0.4106/27.344$, or $1.5\%$, for $t_{2g}$, and $(4.1158-3.4998)/27.344$, or $2.3\%$, for $e_g$.

In the model, $\Delta=1/(8\times2.5^2)=0.0200$ Ry, $a=2.5/0.39080=6.397$ bohr and $d=2.5/0.55267=4.5235$ bohr. The nearest-neighbour hoppings $\Delta S_{dd}$ are $-0.0619$, $0.0412$ and $-0.0103$ Ry. Measured from $C$, the levels at $\Gamma$ are $0.02\times(-2.7438)=-0.0549$ Ry and $0.02\times4.1158=0.0823$ Ry, the extremes on the mesh are $-0.328$ Ry and $0.219$ Ry, and the root-mean-square width is $0.135$ Ry. The range covered on the mesh is $0.02\times27.344=0.547$ Ry, or $7.4$ eV with $1\ \text{Ry}=13.6057$ eV. These energies belong to the linearised, unhybridised model: curvature of $P_d(E)$ would distort the energy scale while keeping the order of the levels, since $\dot P_d>0$, and the sd and pd blocks can shift d levels where symmetry allows them to mix with s or p states.

## Values computed for the example and the checks

```
free electrons l=0: centre x=kw = 1.5708, (dP/dE)/w^2 = 1.000000
free electrons l=1: centre x=kw = 3.1416, (dP/dE)/w^2 = 1.000000
free electrons l=2: centre x=kw = 4.4934, (dP/dE)/w^2 = 1.000000
free electrons l=3: centre x=kw = 5.7635, (dP/dE)/w^2 = 1.000000
two spheres d/w=3: charge from P-S = 0.757204375, from images = 0.757204375 (w*V)
fcc: w/a = 0.39080, w/d = 0.55267, (w/d)^5 = 0.051562, (w/a)^5 = 0.009115
ss sigma: coefficient by quadrature = -2.00000, power 1, fcc nn value = -1.1053
sp sigma: coefficient by quadrature = 3.46410, power 2, fcc nn value = 1.0581
pp sigma: coefficient by quadrature = 12.00000, power 3, fcc nn value = 2.0257
pp pi: coefficient by quadrature = -6.00000, power 3, fcc nn value = -1.0129
sd sigma: coefficient by quadrature = -4.47214, power 3, fcc nn value = -0.7549
pd sigma: coefficient by quadrature = -23.23790, power 4, fcc nn value = -2.1680
pd pi: coefficient by quadrature = 13.41641, power 4, fcc nn value = 1.2517
dd sigma: coefficient by quadrature = -60.00000, power 5, fcc nn value = -3.0937
dd pi: coefficient by quadrature = 40.00000, power 5, fcc nn value = 2.0625
dd delta: coefficient by quadrature = -10.00000, power 5, fcc nn value = -0.5156
Gamma t2g: shell 1 = -3.6093, shell 2 = 1.2761, both = -2.3332, full = -2.7438
Gamma eg: shell 1 = 5.4140, shell 2 = -1.9141, both = 3.4998, full = 4.1158
canonical d levels at X: -16.404 -14.595 9.127 10.936 10.936
canonical d levels at L: -12.915 -3.058 -3.058 9.516 9.516
12^3 mesh: lowest = -16.404, highest = 10.940, width = 27.344 (dimensionless)
sum (w/R)^10 = 0.032731, first shell = 0.031903, share = 0.9747
second moment: formula = 45.823, mesh = 45.823, rms = 6.769
model: w = 2.5 bohr, mu = 8.0, Delta = 0.0200 Ry
model: a = 6.3972 bohr, d = 4.5235 bohr
model nn hopping dd sigma, pi, delta = -0.06187 0.04125 -0.01031 Ry
model Gamma levels from C: t2g = -0.0549 Ry, eg = 0.0823 Ry
model band edges from C: -0.3281 Ry, 0.2188 Ry
model rms width = 0.1354 Ry
model d bandwidth = 0.5469 Ry = 7.441 eV (1 Ry = 13.6057 eV)
```
